\section*{Surface Stiffness as the Resistance to Small Ripples on Crystal Surfaces, part 2}

A thin crystalline film, grown in register with a substrate of different lattice spacing, is under lateral stress. A ripple on its surface releases elastic energy but changes the surface energy. Does it grow or decay?

The profile is $z=h(x)=a\cos kx$, with wavelength $\lambda=2\pi/k$ and $ka\ll1$. The surface is uniform along $y$, and $z$ points outward. Integrals over $x$ cover a length $L$ of whole periods.

The surface energy per true area is $\gamma(\theta)$, at orientation $\theta$ in radians; the mean orientation is $\theta_0$. Primes on $h$ mean $d/dx$; primes on $\gamma$ and $S$ mean $d/d\theta$, taken at $\theta_0$. For smooth $\gamma$, the stiffness $S=\gamma+\gamma''$ sets the cost per mean area,
\begin{equation}
\Delta F_{\rm s}=\frac S2\,k^2a^2\,\frac12=\frac{S k^2a^2}{4}.
\label{eq:sine}
\end{equation}
Charging for extra length alone would put $\gamma$ in place of $S$. With $F$ the surface energy per unit depth along $y$, the potential per added volume is
\begin{equation}
\mu_{\rm s}=\frac{\delta F}{\delta h}=-S h''=S k^2a\cos kx .
\label{eq:mus}
\end{equation}
With slope $p=h'$, the terms of the surface energy per $dx$ beyond second order are
\begin{equation}
\frac{S'}{6}p^3+\frac{S''-3S}{24}p^4
=\frac{\gamma'+\gamma'''}{6}p^3
+\frac{\gamma''''-2\gamma''-3\gamma}{24}p^4 .
\label{eq:quartic}
\end{equation}
For the sinusoid, $p^3$ averages to zero and $p^4$ to $3(ka)^4/8$.

A facet has a cusp in $\gamma$, because tilting it creates steps. With step energy $\beta$ per length, step height $b$ and $c=\beta/b$, the added cost per area is
\begin{equation}
\Delta F_{\rm c}=c\,\frac{4a}{\lambda}=\frac{2c\,ka}{\pi}.
\label{eq:cusp}
\end{equation}

The model surface is
\begin{equation}
\gamma(\theta)=g_0\left[1+e\cos4\theta\right],
\label{eq:model}
\end{equation}
with $g_0=1.20\ \mathrm{J/m^2}$ and $e=-0.03$. The closing list of computed results includes earlier tests at $ka=0.01$: $S$ was recovered as $4\Delta F_{\rm s}/(ka)^2$ by integrating over true length and orientation ("quadrature"). At $20^\circ$ the length and orientation effects were also integrated separately. The "strong" case has $e=0.08$ and $\theta_0=0$; its negative $S$ means that a ripple lowers the surface energy even without stress.

\subsection{The stress field under a ripple}

The flat film is coherent with a thick substrate and carries equal lateral stresses $\sigma_{xx}=\sigma_{yy}=\sigma_0$, with $\sigma_{zz}=0$. Tension is positive. The film is isotropic, with Young modulus $E$ and Poisson ratio $\nu$. For a misfit strain of magnitude $\varepsilon$, Hooke's law gives $\varepsilon=(|\sigma_0|-\nu|\sigma_0|)/E$, hence
\begin{equation}
|\sigma_0|=\frac{E\varepsilon}{1-\nu}.
\label{eq:biaxial}
\end{equation}
Film and substrate are given the same elastic constants, and the valleys do not reach the substrate.

A free surface transmits no force. Its normal is proportional to $(-h',0,1)$, so the two conditions on the rippled surface are
\begin{align}
-\sigma_{xx}h'+\sigma_{xz}&=0,\\
-\sigma_{xz}h'+\sigma_{zz}&=0 .
\end{align}
To first order in slope, $\sigma_{xx}$ in the first line may be replaced by $\sigma_0$. Then $\sigma_{xz}=\sigma_0h'$, and the second line makes $\sigma_{zz}$ of second order. The ripple therefore adds to the flat state a stress $\delta\sigma$ with
\begin{equation}
\delta\sigma_{xz}=-\sigma_0ka\sin kx,\qquad \delta\sigma_{zz}=0
\qquad\text{at } z=0 .
\label{eq:bc}
\end{equation}
Imposing these conditions at $z=0$ instead of $z=h$ changes them at second order.

The added strain has no component along $y$, so this is a plane-strain problem. Write the added stresses as derivatives of an Airy function $\phi$,
\begin{equation}
\delta\sigma_{xx}=\phi_{zz},\qquad \delta\sigma_{zz}=\phi_{xx},\qquad
\delta\sigma_{xz}=-\phi_{xz}.
\end{equation}
These satisfy force balance identically. Compatibility of the strains requires $\nabla^2\nabla^2\phi=0$. Try a function that vanishes at $z=0$ and decays into the solid,
\begin{equation}
\phi=Bz\,e^{kz}\cos kx .
\end{equation}
Its Laplacian is $2Bk\,e^{kz}\cos kx$, whose own Laplacian is zero, so the equation is satisfied. The stresses are
\begin{align}
\delta\sigma_{zz}&=-Bk^2z\,e^{kz}\cos kx,\\
\delta\sigma_{xz}&=Bk(1+kz)e^{kz}\sin kx,\\
\delta\sigma_{xx}&=Bk(2+kz)e^{kz}\cos kx .
\end{align}
Comparison with \eqref{eq:bc} gives $B=-\sigma_0a$. At the surface,
\begin{equation}
\delta\sigma_{xx}=-2\sigma_0ka\cos kx .
\label{eq:dsxx}
\end{equation}
The total stress is $\sigma_0(1-2ka)$ at a crest and $\sigma_0(1+2ka)$ in a valley. Crests are relieved and valleys are loaded more heavily, for either sign of $\sigma_0$.

\subsection{The energy released}

Let $W$ be the elastic energy per volume, including the misfit strain. For a given profile, the displacements take the values that minimize the total elastic energy, with the period and the distant substrate held fixed. When the profile changes by $\delta h$, the energy changes for two reasons: a strip of material is added, and the displacements readjust. The second contributes nothing at first order, because the energy is stationary with respect to the displacements. So, per unit depth,
\begin{equation}
\delta E_{\rm el}=\int_0^L W_{\rm surface}\,\delta h\,dx .
\label{eq:envelope}
\end{equation}
The added material is assumed to be in register with the film below it.

To first order, the change of $W$ is the flat-state stress times the added strain. The components $\delta\varepsilon_{yy}$, $\sigma_{zz}$ and $\sigma_{xz}$ vanish in the relevant states, and $\sigma_0\,\delta\varepsilon_{xx}$ remains. At the surface $\delta\sigma_{zz}=0$, and $\delta\varepsilon_{yy}=0$ requires $\delta\sigma_{yy}=\nu\,\delta\sigma_{xx}$. Therefore
\begin{equation}
\delta\varepsilon_{xx}=\frac{\delta\sigma_{xx}-\nu\,\delta\sigma_{yy}}{E}
=\frac{1-\nu^2}{E}\,\delta\sigma_{xx}.
\end{equation}
With \eqref{eq:dsxx},
\begin{equation}
W_{\rm surface}=W_0-\frac{2(1-\nu^2)\sigma_0^2}{E}\,ka\cos kx .
\label{eq:W}
\end{equation}
Now let the amplitude grow by $da$, so that $\delta h=\cos kx\,da$. The constant $W_0$ multiplies $\cos kx$, which averages to zero, and $\cos^2kx$ averages to $1/2$. Per unit area,
\begin{equation}
\frac{d(\Delta E_{\rm el})}{da}=-\frac{(1-\nu^2)\sigma_0^2}{E}\,ka,
\qquad
\Delta E_{\rm el}=-\frac{(1-\nu^2)\sigma_0^2}{2E}\,ka^2 .
\label{eq:release}
\end{equation}
The energy depends on $\sigma_0^2$, so at this order compression and tension have the same effect.

\subsection{The neutral wavelength}

The elastic gain is proportional to $k$ and the surface cost to $k^2$. Long ripples favour the stress and short ones favour the surface. Adding the two energies gives
\begin{equation}
\Delta E=\frac{S}{4}\,k(k-k_c)\,a^2,\qquad
k_c=\frac{2(1-\nu^2)\sigma_0^2}{ES}.
\label{eq:total}
\end{equation}
For $S>0$ the energy is neutral at $\lambda_c=2\pi/k_c$, or
\begin{equation}
\lambda_c=\frac{\pi ES}{(1-\nu^2)\sigma_0^2}.
\label{eq:lambdac}
\end{equation}
Ripples shorter than $\lambda_c$ raise the energy, and longer ones lower it. As $\sigma_0\to0$, $\lambda_c$ goes to infinity and a surface with positive stiffness resists every small ripple. As $S\to0$ from above, $\lambda_c$ goes to zero and the protection of short ripples is lost. If $\gamma$ is used in place of $S$ at fixed stress and elastic constants, the boundary is misplaced by the factor $\gamma/S$.

The error is larger in a rate. Suppose that material moves by surface diffusion with a constant mobility $M$, so that $\partial h/\partial t=M\,\partial^2\mu/\partial x^2$. The varying part of $\mu$ is the sum of the surface potential and the varying part of \eqref{eq:W}, which is $Sk(k-k_c)a\cos kx$. Hence
\begin{equation}
\frac1a\frac{da}{dt}=MS\,k^3(k_c-k).
\end{equation}
Setting the derivative with respect to $k$ to zero gives $3k^2k_c-4k^3=0$, so the fastest growth is at $k=3k_c/4$. The wavelength there is $4\lambda_c/3$, and the rate is $27MSk_c^4/256$. Because $k_c$ varies as $1/S$, this rate varies as $S^{-3}$ when $M$, $\sigma_0$, $E$ and $\nu$ are held fixed.

\subsection{A ripple on which the two estimates disagree}

Consider a silicon-germanium film on silicon with rough typical values: misfit 1.2 per cent, $E=120$ GPa, $\nu=0.27$ and thickness 6 nm. Equation \eqref{eq:biaxial} gives
\begin{equation}
|\sigma_0|=\frac{120\times0.012}{0.73}\ \mathrm{GPa}=1.973\ \mathrm{GPa}.
\end{equation}
For the surface, take $\gamma=1.164\ \mathrm{J/m^2}$ and $S=1.740\ \mathrm{J/m^2}$. These belong to the orientation $\theta_0=0$ of the model $\gamma=g_0(1+e\cos4\theta)$ with $g_0=1.20\ \mathrm{J/m^2}$ and $e=-0.03$. From \eqref{eq:lambdac} the neutral wavelength is 182 nm with $S$, but 122 nm with $\gamma$ alone.

A ripple of wavelength 160 nm lies between them. Let its amplitude be 1.5 nm. Then $k=0.03927\ \mathrm{nm^{-1}}$ and $ka=0.0589$, and the surface cost is
\begin{align}
\tfrac14\gamma(ka)^2&=\tfrac14(1.164)(0.0589)^2\ \mathrm{J/m^2}
=1.010\ \mathrm{mJ/m^2},\\
\tfrac14S(ka)^2&=\tfrac14(1.740)(0.0589)^2\ \mathrm{J/m^2}
=1.509\ \mathrm{mJ/m^2}.
\end{align}
The second value is $9.42\ \mathrm{meV/nm^2}$. The elastic release from \eqref{eq:release} is
\begin{equation}
\frac{0.927\,(1.973\times10^9)^2(3.927\times10^7)(1.5\times10^{-9})^2}
{2\,(1.20\times10^{11})}\ \mathrm{J/m^2}=1.328\ \mathrm{mJ/m^2}.
\end{equation}
With $\gamma$ alone, the ripple appears to lower the energy by $0.318\ \mathrm{mJ/m^2}$ and should grow. With the stiffness it raises the energy by $0.181\ \mathrm{mJ/m^2}$ and should decay. The same stress and the same surface model thus give opposite verdicts, although $\gamma$ itself varies by about 6 per cent over all orientations. The largest growth rate, reached at longer wavelengths, would be overestimated by $(1.740/1.164)^3\approx3.3$.

Both sides of the balance were tested without the small-slope formulas. Integration over the true length and orientation gives a surface cost of $1.507\ \mathrm{mJ/m^2}$. The elastic energy was minimized over trial displacements in the body bounded by the actual ripple, with the initial stress confined to the film. The release is then $1.325\ \mathrm{mJ/m^2}$. At the smaller slope $ka=0.01$ and the same wavelength, the minimized release is 0.99992 of the formula. The verdict given by $S$ stands.

\subsection{How far the example reaches}

The correction for finite slope is small here. For the model surface at $\theta_0=0$, $\gamma''''=256\,g_0e=-9.216\ \mathrm{J/m^2}$, and the quartic coefficient $(\gamma''''-2\gamma''-3\gamma)/24$ is $-0.578\ \mathrm{J/m^2}$. Multiplied by $3(ka)^4/8$, it changes the surface cost by $-0.17$ per cent.

The smoothness of $\gamma$ is a much stronger assumption. A real silicon-germanium surface near a low-index orientation can be faceted at growth temperatures, and the value $e=-0.03$ is a choice of the model, not a measured property. The size of the cusp depends on the step energy at the growth temperature, which can differ severalfold from the value assumed here; the added cost is proportional to it. For an illustrative step energy of 10 meV/nm and a step height of 0.14 nm, $c=0.0114\ \mathrm{J/m^2}$. The cusp then adds $0.429\ \mathrm{mJ/m^2}$ to the cost of the 1.5 nm ripple. Equating $2c\,ka/\pi$ to $Sk^2a^2/4$ gives
\begin{equation}
a=\frac{8c}{\pi Sk}=0.43\ \mathrm{nm}.
\end{equation}
Below this amplitude the cusp costs more than the stiffness term. For wavelengths above $\lambda_c$, the energy of a ripple on such a facet is
\begin{equation}
\Delta E=\frac{2ck}{\pi}\,a-\frac S4\,k(k_c-k)\,a^2 ,
\end{equation}
which is positive until $a$ exceeds $8c/[\pi S(k_c-k)]$. With the values above this is about 2 nm at $4\lambda_c/3$. Close to $\lambda_c$ it becomes comparable to or larger than the film thickness, and the small-slope formula no longer fixes it. The facet is then protected by an energy barrier, and a small ripple does not grow spontaneously as it would on a smooth surface. The example therefore describes a thermally rough surface with the stated values.

Elasticity also moves the boundary. Silicon-germanium is cubic. For a ripple running along a cube axis on a cube face, the shear modulus that enters is $c_{44}$, which is higher than the isotropic value of 47.2 GPa used above. With a rough value of 75 GPa, and the other constants and the film stress held fixed, energy minimization moves the neutral wavelength for $S$ from 182 to about 210 nm. A substrate 1.08 times as stiff as the film, with the film still isotropic, gives about 189 nm. The two changes together give about 221 nm with $S$ and 147 nm with $\gamma$ alone. The 160 nm ripple still lies between the two, so the disagreement survives these corrections, though with these values the isotropic wavelength is too short by about 18 per cent of the corrected one.

Two further effects can be sized. If the misfit were reduced uniformly by 5 per cent, $\sigma_0$ would fall by the same fraction; then the isotropic $\lambda_c$ rises by the factor $1/0.95^2$, that is, by about 11 per cent. Added to the two elastic corrections above, this uniform reduction lifts the boundary for $\gamma$ alone from 147 nm to about 163 nm. Both estimates then say that the 160 nm ripple decays, and they disagree only for longer ripples, up to the boundary for $S$ at about 245 nm. Misfit dislocations in a 6 nm film do not act in this way. An average relief of 5 per cent puts $60^\circ$ dislocations about 320 nm apart, and the relief at the surface is then tens of per cent next to each line but below 1 per cent midway between lines, so a uniform $\sigma_0$ no longer describes the film. A surface stress $\tau$, which is the force per length along the surface, exerts a normal traction of order $\tau k^2a$ on the ripple. Compared with the shear traction $|\sigma_0|ka$, its ratio is $\tau k/|\sigma_0|$. For a rough $\tau=1$ N/m this is 2.0 per cent. Its coupling to the shear traction lowers the isotropic elastic release by about 1.2 per cent in a compressed film and raises it by about 1.3 per cent in a stretched one, so compression and tension are then no longer equivalent. A dependence of surface energy on film thickness has been left out and is not sized here.

For a film with a smooth surface energy, the useful input to a ripple calculation is thus $S$ at the growth orientation, with $\gamma''$ taken for tilts along the direction in which the ripple varies. Knowing $\gamma$ there to high accuracy does not supply it, because the missing part is the curvature of $\gamma$ with angle.

\section*{Computed results}
\begin{verbatim}
mean surface energy g0 = 1.20 J/m^2
anisotropy e = -0.03
slope amplitude in quadrature test = 0.010
angle(deg) gamma gamma' gamma'' S S_quadrature (J/m^2)
  0 1.1640 0.0000 0.5760 1.7400 1.7399
 20 1.1937 0.1418 0.1000 1.2938 1.2937
 45 1.2360 0.0000 -0.5760 0.6600 0.6600
20 deg: length part = 1.1937 J/m^2
20 deg: orientation part = 0.1000 J/m^2
strong anisotropy e = 0.08
strong case gamma = 1.2960 J/m^2
strong case S = -0.2400 J/m^2
strong case S from quadrature = -0.2399 J/m^2
Young modulus = 120 GPa
Poisson ratio = 0.27
misfit = 1.2 %
film thickness = 6 nm
stress magnitude = 1.973 GPa
ripple wavelength = 160 nm
ripple amplitude = 1.5 nm
wavenumber k = 0.03927 1/nm
maximum slope ka = 0.0589
cost with gamma alone = 1.010 mJ/m^2
cost with S = 1.509 mJ/m^2
cost with S = 9.42 meV/nm^2
cost by full quadrature = 1.507 mJ/m^2
elastic release, formula = 1.328 mJ/m^2
elastic release, minimized = 1.325 mJ/m^2
minimized/formula release at ka=0.01 = 0.99992
net change with gamma alone = -0.318 mJ/m^2
net change with S = 0.181 mJ/m^2
neutral wavelength, gamma alone = 121.6 nm
neutral wavelength, S = 181.8 nm
neutral wavelength, S, minimized = 181.8 nm
finite-slope change of cost = -0.17 %
rough step energy = 10 meV/nm
step height = 0.14 nm
cusp coefficient = 0.0114 J/m^2
extra cost from cusp = 0.429 mJ/m^2
cusp cost equals S cost at amplitude = 0.43 nm
shear modulus: isotropic = 47.2 GPa
shear modulus: rough cubic = 75 GPa
neutral wavelength, S, cubic = 210.5 nm
substrate/film modulus ratio = 1.08
neutral wavelength, S, stiffer base = 189.4 nm
neutral wavelength, S, both = 221.1 nm
neutral wavelength, gamma, both = 146.5 nm
rough surface stress = 1.0 N/m
surface-stress/film-stress traction = 2.0 %
neutral wavelength, S, 5 % relaxed = 201.5 nm
\end{verbatim}
